\section*{Caroli Trace, Fisher–Lee Relation and Mode Matching: Equivalence and Channel Rank}

\section{Definitions and conventions}

The Hamiltonian is a one-particle matrix in an orthonormal basis. Each lead is cut into identical layers of spacing $a$, numbered from left to right, with blocks
\begin{equation}
H_{j,j}=H_0,\qquad H_{j,j+1}=V,\qquad H_{j+1,j}=V^\dagger
\end{equation}
of size $N\times N$. Subscripts $L,R$ mark the leads, which may differ. The matrix $V$ may be singular or complex, and time-reversal symmetry is not assumed. A bulk mode $\psi_j=\lambda^j u$ obeys
\begin{equation}
(E-H_0-\lambda V-\lambda^{-1}V^\dagger)u=0 .
\label{bulk}
\end{equation}
It is open if $|\lambda|=1$, $\lambda=e^{ika}$. With $u^\dagger u=1$, the slope of its band is
\begin{equation}
w=\frac{\hbar v}{a}=\frac{dE}{d(ka)}
=i\left(\lambda u^\dagger Vu-\lambda^{-1}u^\dagger V^\dagger u\right),
\label{velocity}
\end{equation}
because the normalized eigenvector gives no first-order contribution. If several modes share $E$ and $k$, they are chosen orthonormal and such that the velocity matrix is diagonal. The symbol $w$ denotes the positive magnitude of the slope once the direction of a mode has been stated. $M$ is the number of open modes travelling in one direction.

The central region $C$ contains the scatterer and one layer of each lead, called $0$ (left) and $R$ (right). It couples to the remaining leads through the lead blocks $V_L$ and $V_R$. Let $g$ be the surface Green function of a remaining half-lead at $z=E+i\eta$, $\eta\to0^+$. Then
\begin{align}
\Sigma_L&=V_L^\dagger g_LV_L,\qquad \Sigma_R=V_Rg_RV_R^\dagger,\qquad
\Gamma=i(\Sigma-\Sigma^\dagger),\\
G&=(E-H_C-\Sigma_L-\Sigma_R)^{-1}.
\end{align}
The results to be shown are $\operatorname{rank}\Gamma=M$ for each lead and
\begin{align}
t_{nm}&=\frac{i\,u_n^\dagger\Gamma_RG_{R0}\Gamma_Lu_m}{\sqrt{w_nw_m}},
\label{FL}\\
\sum_{nm}|t_{nm}|^2&=\operatorname{Tr}\left[\Gamma_RG_{R0}\Gamma_LG_{R0}^\dagger\right],
\label{Caroli}
\end{align}
where $t_{nm}$ is the flux-normalized mode-matching amplitude from incoming left mode $m$ to outgoing right mode $n$.

Three conditions are assumed. No band has zero slope at $E$, which excludes band edges and flat bands. The limits of $g_L$ and $g_R$ are finite, which excludes a surface state of a cut lead at $E$ with weight on its first layer. Finally, $G$ exists, so that the joined system has no bound state at $E$ with weight in $C$.

\section{The outgoing propagation matrix}

Take the right lead and drop its subscript. Removing the first layer of a half-lead leaves the same half-lead, so block elimination gives
\begin{equation}
g^{-1}=z-H_0-VgV^\dagger .
\label{dyson}
\end{equation}
If layer $j$ has amplitude $\psi_j$, the layers to its right are driven by $V^\dagger\psi_j$. The outgoing solution is therefore
\begin{equation}
\psi_{j+1}=F\psi_j,\qquad F=gV^\dagger,\qquad \Sigma=VF .
\end{equation}
Multiplying Eq.~(\ref{dyson}) from the right by $F$ and using $g^{-1}F=V^\dagger$ gives
\begin{equation}
(z-H_0)F=VF^2+V^\dagger .
\label{Feq}
\end{equation}

To find which modes $F$ contains, expand the product
\begin{align}
(1-\lambda Vg)g^{-1}(1-F/\lambda)
&=(g^{-1}-\lambda V)(1-gV^\dagger/\lambda)\nonumber\\
&=g^{-1}-V^\dagger/\lambda-\lambda V+VgV^\dagger\nonumber\\
&=z-H_0-\lambda V-V^\dagger/\lambda .
\label{factor}
\end{align}
For $\eta>0$ the resolvent of the half-lead has norm at most $1/\eta$. The response $F\psi_0,F^2\psi_0,\ldots$ is thus square-summable, and every eigenvalue of $F$ lies inside the unit circle. The same holds at $z^*$. Since $[Vg(z)]^\dagger=g(z^*)V^\dagger$, the eigenvalues of $Vg$ also lie inside, and $1-\lambda Vg$ is invertible for $|\lambda|\le1$. By Eq.~(\ref{factor}), the nonzero eigenvalues of $F$ are then all the bulk solutions with $0<|\lambda|<1$, with their multiplicities. A singular $V$ can add eigenvalues $\lambda=0$.

Now let $\eta\to0^+$. A band with slope $dE/d(ka)=s$ satisfies $s\,\delta(ka)=i\eta$ to first order, so
\begin{equation}
|\lambda|=|e^{i(ka+i\eta/s)}|=1-\eta/s+O(\eta^2).
\end{equation}
It approaches the circle from inside if $s>0$. Hence $F$ acquires all $M$ right-moving modes and no left-moving ones; its other $N-M$ eigenvalues stay inside. Right-movers with equal $\lambda$ supply as many independent eigenvectors as coinciding eigenvalues, so there is no Jordan block on the unit circle. Jordan blocks among decaying modes are allowed.

\section{Flux and the rank of the broadening matrix}

Multiply Eq.~(\ref{Feq}) from the left by $F^\dagger$ and use $VF=\Sigma$:
\begin{equation}
F^\dagger(z-H_0)F=F^\dagger\Sigma F+\Sigma^\dagger .
\end{equation}
Subtract the adjoint. The left side leaves $2i\eta F^\dagger F$. With $\Sigma-\Sigma^\dagger=-i\Gamma$, the right side leaves $-iF^\dagger\Gamma F+i\Gamma$. Thus
\begin{equation}
\Gamma-F^\dagger\Gamma F=2\eta F^\dagger F .
\label{flux}
\end{equation}
Repeated substitution, with $F^n\to0$ at fixed $\eta>0$, yields
\begin{equation}
\Gamma=2\eta\sum_{n=1}^{\infty}(F^\dagger)^nF^n\ge0 .
\label{series}
\end{equation}
In the limit $\eta\to0^+$, Eq.~(\ref{flux}) becomes $F^\dagger\Gamma F=\Gamma$: the form $\psi^\dagger\Gamma\psi$ has the same value on every layer of an outgoing wave.

For two open modes this gives
\begin{equation}
u_m^\dagger\Gamma u_n=\lambda_m^*\lambda_n\,u_m^\dagger\Gamma u_n ,
\end{equation}
which vanishes unless $\lambda_m=\lambda_n$. For equal $\lambda$,
\begin{equation}
u_m^\dagger\Gamma u_n
=i\left(\lambda u_m^\dagger Vu_n-\lambda^*u_m^\dagger V^\dagger u_n\right)
=w_n\delta_{mn}
\end{equation}
by Eq.~(\ref{velocity}) and the choice made in degenerate spaces.

Let $x$ lie in the decaying subspace of $F$, and let $y$ be any vector. Then
\begin{equation}
y^\dagger\Gamma x=(F^ny)^\dagger\Gamma(F^nx)\longrightarrow0
\quad(n\to\infty),
\end{equation}
since $F^nx\to0$ and $F^ny$ stays bounded. Hence $\Gamma x=0$. Collect the open modes and a basis of the decaying subspace as columns of the invertible matrix $W$. Then
\begin{equation}
W^\dagger\Gamma W=\operatorname{diag}(w_1,\ldots,w_M,0,\ldots,0).
\label{congruence}
\end{equation}
All $w_m$ are positive, so $\operatorname{rank}\Gamma=M$. This is a congruence, not a diagonalization: the eigenvalues of $\Gamma$ need not be the $w_m$.

Write $D$ for the diagonal matrix in Eq.~(\ref{congruence}), so that $\Gamma=W^{-\dagger}DW^{-1}$. Because $W^{-1}u_m$ is the $m$th unit vector, $\Gamma u_m$ is $w_m$ times the $m$th column of $W^{-\dagger}$. Two useful formulas follow:
\begin{equation}
\Gamma=\sum_{m=1}^{M}\frac{\Gamma u_mu_m^\dagger\Gamma}{w_m},
\qquad
c_m=\frac{u_m^\dagger\Gamma\psi}{w_m},
\label{complete}
\end{equation}
where $c_m$ is the coefficient of $u_m$ in an outgoing amplitude $\psi$. The factor $\Gamma$ is needed because the $u_m$ are generally not orthogonal to each other or to the decaying modes.

\section{The left lead and the incoming modes}

Outgoing waves in the left lead obey $\chi_{j-1}=\bar F\chi_j$, with $\bar F=g_LV_L$ and $\Sigma_L=V_L^\dagger\bar F$. The mirrored argument gives the results above for left-moving modes. The incident modes, however, move to the right. They belong to the advanced matrix
\begin{equation}
\bar F^a=g_L^\dagger V_L,\qquad \Sigma_L^\dagger=V_L^\dagger\bar F^a .
\end{equation}
It obeys the left-lead equation at $z^*$. There a right-mover has $\delta(ka)=-i\eta/w$, so its leftward factor has modulus $|\lambda^{-1}|=1-\eta/w+O(\eta^2)$ and is contained in $\bar F^a$. In the limit,
\begin{equation}
\bar F^au_m=\lambda_m^{-1}u_m,\qquad
\Sigma_L^\dagger u_m=\lambda_m^{-1}V_L^\dagger u_m .
\label{advanced}
\end{equation}

The flux identity also holds for $\bar F^a$. Let $H_L$ denote the layer block $H_0$ of the left lead. The equation of motion is $(E-H_L)\bar F^a=V_L^\dagger(\bar F^a)^2+V_L$, and multiplication by $(\bar F^a)^\dagger$ gives
\begin{equation}
(\bar F^a)^\dagger(E-H_L)\bar F^a
=(\bar F^a)^\dagger\Sigma_L^\dagger\bar F^a+\Sigma_L .
\end{equation}
Subtracting the adjoint gives $(\bar F^a)^\dagger\Gamma_L\bar F^a=\Gamma_L$. Equation~(\ref{advanced}) and its adjoint $u_m^\dagger\Sigma_L=\lambda_mu_m^\dagger V_L$ give $u_m^\dagger\Gamma_Lu_m=w_m>0$. Equation~(\ref{complete}) therefore holds for $\Gamma_L$ with incoming modes as well. No time-reversed partners are needed.

\section{From mode matching to the trace}

Let mode $u_m$ be incident and let $\chi$ be the reflected wave:
\begin{equation}
\psi_0=u_m+\chi_0,\qquad
\psi_{-1}=\lambda_m^{-1}u_m+\bar F\chi_0 .
\end{equation}
The left lead enters the equation at layer $0$ through
\begin{align}
V_L^\dagger\psi_{-1}
&=\lambda_m^{-1}V_L^\dagger u_m+\Sigma_L(\psi_0-u_m)\nonumber\\
&=\Sigma_L\psi_0+(\Sigma_L^\dagger-\Sigma_L)u_m
=\Sigma_L\psi_0+i\Gamma_Lu_m .
\label{source}
\end{align}
On the right, $V_R\psi_{R+1}=\Sigma_R\psi_R$. Moving both self-energy terms to the left side leaves the source $i\Gamma_Lu_m$ on layer $0$, hence
\begin{equation}
\psi_R=iG_{R0}\Gamma_Lu_m .
\end{equation}
Equation~(\ref{complete}) extracts the transmitted coefficient,
\begin{equation}
\tau_{nm}=\frac{i\,u_n^\dagger\Gamma_RG_{R0}\Gamma_Lu_m}{w_n}.
\end{equation}
The ratio of transmitted to incident flux is $w_n|\tau_{nm}|^2/w_m$. Thus $t_{nm}=\sqrt{w_n/w_m}\,\tau_{nm}$, which is the Fisher--Lee relation (\ref{FL}).

For the trace, abbreviate $G_{R0}$ by $G$. Summing first over $m$ and then over $n$ with Eq.~(\ref{complete}) gives
\begin{align}
\sum_{nm}|t_{nm}|^2
&=\sum_n\frac{1}{w_n}u_n^\dagger\Gamma_RG
\left[\sum_m\frac{\Gamma_Lu_mu_m^\dagger\Gamma_L}{w_m}\right]
G^\dagger\Gamma_Ru_n\nonumber\\
&=\operatorname{Tr}\left[G\Gamma_LG^\dagger
\sum_n\frac{\Gamma_Ru_nu_n^\dagger\Gamma_R}{w_n}\right]
=\operatorname{Tr}\left[\Gamma_RG\Gamma_LG^\dagger\right].
\end{align}
This is Eq.~(\ref{Caroli}). The individual transmission eigenvalues agree too. Let the columns of $B$ be $\Gamma u_m/\sqrt{w_m}$, so that $\Gamma=BB^\dagger$ and $t=iB_R^\dagger GB_L$. The nonzero eigenvalues of $tt^\dagger=B_R^\dagger G\Gamma_LG^\dagger B_R$ equal those of $\Gamma_RG\Gamma_LG^\dagger$, by cyclic exchange of $B_R$. At most $\min(M_L,M_R)$ of them are nonzero.

Flux conservation fixes the reflection. Since $\psi_C^\dagger(E-H_C)\psi_C$ is real, the flux $i(\psi_j^\dagger V\psi_{j+1}-\mathrm{c.c.})$ is the same on entering and leaving $C$. On the left, Eq.~(\ref{source}) gives $V_L^\dagger\psi_{-1}=\Sigma_L^\dagger u_m+\Sigma_L\chi_0$, and the entering flux is
\begin{align}
&i\left[(u_m^\dagger\Sigma_L+\chi_0^\dagger\Sigma_L^\dagger)(u_m+\chi_0)
-(u_m^\dagger+\chi_0^\dagger)(\Sigma_L^\dagger u_m+\Sigma_L\chi_0)\right]\nonumber\\
&\qquad=u_m^\dagger\Gamma_Lu_m-\chi_0^\dagger\Gamma_L\chi_0 .
\end{align}
The cross terms cancel. The leaving flux is $\psi_R^\dagger\Gamma_R\psi_R$. Dividing by $w_m$ and summing over $m$ gives $T+R=M_L$, where $T$ and $R$ are the summed transmission and reflection probabilities.

\section{A single impurity as an analytic case}

Consider a chain with hopping $-t_0$ and one impurity of energy $\epsilon$. The proof used the coupling $V$ to the leads, but not the onsite block of the contact layer, so the impurity site can serve as both $0$ and $R$. With $E=-2t_0\cos ka$, each self-energy is $-t_0e^{ika}$ and $\Gamma=2t_0\sin ka=w$. Hence
\begin{equation}
G=\frac{1}{E-\epsilon+2t_0e^{ika}}=\frac{1}{iw-\epsilon},\qquad
T=w^2|G|^2=\frac{w^2}{w^2+\epsilon^2}.
\end{equation}
Direct matching uses $\psi_{-1}=e^{-ika}+(\tau-1)e^{ika}$, $\psi_0=\tau$ and $\psi_1=\tau e^{ika}$. The impurity equation becomes $(iw-\epsilon)\tau=iw$, which gives the same $T$. For $\epsilon=0$ transmission is complete. For fixed $\epsilon\ne0$ it vanishes as a band edge is approached.

\section{Implementation}

For mode matching, set $y=\lambda u$ and solve
\begin{equation}
\begin{pmatrix}0&1\\-V^\dagger&E-H_0\end{pmatrix}
\begin{pmatrix}u\\y\end{pmatrix}
=\lambda
\begin{pmatrix}1&0\\0&V\end{pmatrix}
\begin{pmatrix}u\\y\end{pmatrix}.
\end{equation}
If several open modes share the same $\lambda$, the solver may return arbitrary mixtures of them. These must first be orthonormalized and then rotated so that the velocity matrix $i(\lambda U^\dagger VU-\lambda^{-1}U^\dagger V^\dagger U)$ is diagonal, where the columns of $U$ are the orthonormalized vectors. Open modes are then sorted by the sign of the slope, closed modes by $|\lambda|$. A singular $V$ gives infinite eigenvalues; for these the leftward factor is $1/\lambda=0$ and the mode vector is $y$. If the closed modes form a full set, expand $\chi_0$ and $\psi_R$ in the outgoing modes and solve the equations of $C$ for the reflected, interior and transmitted amplitudes. If a Jordan block occurs, $F$ itself should be used.

For the trace, $g$ follows from decimation, which eliminates every second layer. Start a right lead with $e_s=e=H_0$, $\alpha=V$, $\beta=V^\dagger$. With $q=(z-e)^{-1}$, repeat
\begin{align}
e_s&\leftarrow e_s+\alpha q\beta, &
e&\leftarrow e+\alpha q\beta+\beta q\alpha,\nonumber\\
\alpha&\leftarrow\alpha q\alpha, & \beta&\leftarrow\beta q\beta,
\end{align}
using the old values on the right, until $\alpha$ and $\beta$ are negligible. Then $g=(z-e_s)^{-1}$. For a left lead, exchange $V$ and $V^\dagger$.

\section{Worked example}

Energies are in units of $t_0$. The left lead has four rows $r=0,\ldots,3$, with hopping $-1$ between neighbouring rows of a layer. Its forward hoppings are
\begin{equation}
(V_L)_{r,r}=-e^{0.2ir},\qquad
(V_L)_{r,r+1}=-0.3\,e^{0.2i(r+1/2)},
\end{equation}
which describe a flux phase of 0.2 rad per square. The right lead has three rows, the same hopping between rows, and $V_R=-\operatorname{diag}(1,1,0)$. Its third row consists of side sites without forward bonds.

Between layers $0$ and $R$ lie two four-site layers with site energies $(0.5,-0.4,0.3,0)$ and $(-0.2,0.6,-0.5,0.4)$ and hopping $-1$ between rows. The first three layers of $C$ are joined by $V_L$. The last four-site layer is joined to $R$ by hopping $-1$ on rows $0,1,2$. Decimation with $\eta=10^{-7}$ gives:

\begin{center}
\begin{tabular}{rccc}
$E$ & rank $\Gamma_L$ & rank $\Gamma_R$ & $T$\\
$-3.4$ & 1 & 0 & 0.0000\\
$-2.5$ & 2 & 1 & 0.9462\\
$-1.5$ & 2 & 1 & 0.9945\\
$-0.8$ & 3 & 2 & 1.7255\\
$0.5$ & 4 & 2 & 1.2728
\end{tabular}
\end{center}

Here rank counts eigenvalues above $10^{-4}$. The ranks equal the numbers of upward band crossings at $E$, and mode matching gives the same $T$ to the digits shown. At $E=-3.4$ the left lead has an open channel but the right lead has none, so $T=0$.

At $E=-0.8$ the right lead can be solved by hand. Eliminating the side site adds $1/E=-1.25$ to the energy of the second row. The transverse energies are
\begin{equation}
\varepsilon_\pm=-0.625\pm\sqrt{0.625^2+1}=0.554,\;-1.804 .
\end{equation}
From $E=\varepsilon-2\cos ka$ follow $ka=0.827$ and $2.097$ rad. On the two connected rows $\Sigma_R$ has eigenvalues $-e^{ika}$, so the nonzero eigenvalues of $\Gamma_R$ are $2\sin ka=1.472$ and $1.730$. The mode fluxes are smaller, $w=1.076$ and $0.788$, because part of each normalized mode sits on the side site, which carries no current. The third eigenvalue of $\Gamma_R$ is zero at any $\eta$, since the third row and column of $V_R$ vanish.

The incoming left modes have $w=2.323$, $2.121$ and $1.046$, and their largest mutual overlap is 0.187 in magnitude. The probabilities $|t_{nm}|^2$ are
\begin{equation}
\begin{pmatrix}
0.0584&0.5321&0.2005\\
0.8333&0.0644&0.0369
\end{pmatrix},
\end{equation}
with row sums 0.79096 and 0.93455. Their total is $T=1.7255$. The transmission eigenvalues, $0.9482$ and $0.7773$, have the same sum. With $R=1.2745$, $T+R=3.0000=M_L$. Omitting the flux factors would give $\sum|\tau_{nm}|^2=4.049$, which exceeds the three incident channels and cannot be a total transmission probability.

\section{Finite $\eta$ and failure of the conditions}

At finite $\eta$ the closed directions of $\Gamma$ need not have zero eigenvalues. For a single closed mode with decay factor $\mu$ per layer, Eq.~(\ref{series}) gives to first order in $\eta$
\begin{equation}
\gamma=2\eta\sum_{n=1}^{\infty}|\mu|^{2n}
=\frac{2\eta|\mu|^2}{1-|\mu|^2}.
\end{equation}
In the example at $E=-0.8$, the smallest eigenvalue of $\Gamma_L$ is $3.301\times10^{-5}$ at $\eta=10^{-4}$ and $3.301\times10^{-7}$ at $\eta=10^{-6}$. The ratio $\gamma/\eta=0.330$ implies $|\mu|^2=0.330/2.330=0.142$. A numerical rank therefore needs a threshold between the eigenvalues that scale with $\eta$ and those that stay finite. Near a band edge the latter can become small too, and the two groups are harder to separate.

A surface state violates the finite limit of $g$. Take a right lead of dimers with zero site energies, bond $p=0.5$ inside a dimer and $s=1$ between dimers. At $E=0$ there is no open channel, but the cut lead has a state on the first sites with successive amplitude ratio $-p/s$. Its weight on the surface site is $Z=1-(p/s)^2=0.75$. Thus $g_{11}\simeq Z/(i\eta)$ and
\begin{equation}
\Gamma\simeq\frac{2s^2Z}{\eta}=\frac{1.5}{\eta}.
\end{equation}
Inversion of a 60-dimer chain gives 1500 at $\eta=10^{-3}$ and 15000 at $\eta=10^{-4}$. Here $\Gamma$ has rank one although $M=0$, and it diverges instead of approaching zero.

The choice of contact layer matters as well. If a smaller scatterer is coupled directly by a matrix $K$, its self-energy is $KgK^\dagger$ and the rank of its $\Gamma$ cannot exceed that of $K$. A single contact bond gives rank at most one, however many channels the lead has. Including a full lead layer in $C$ restores the rank statement; the narrow contact then limits $G_{R0}$, and with it the transmission.

Numbers in the example were calculated in double precision.
